How Free-Energy Errors Shift the Calculated Melting Point of Silicon

**Question.** A surrogate model of silicon is used to compute the free energies of the crystal and the liquid, and the melting point is read off where they cross. Suppose the free energy of the liquid relative to the crystal is wrong by 10 meV per atom. Silicon melts at about 1687 K and absorbs about 0.52 eV per atom in doing so. How far does the calculated melting point move, in which direction, and how does the shift scale with the error and with the material?

**Answer.** The size of the shift is set by how steeply the two free-energy curves cross. That slope is the entropy of melting, which the two given numbers determine.

**The crossing and its slope**

Let G be the Gibbs free energy per atom at fixed pressure, and write Δ for liquid minus crystal:

ΔG(T) = G_liquid(T) − G_crystal(T).

The phase with the lower G is stable. Below the melting temperature Tm the crystal is stable and ΔG is positive; above it ΔG is negative. At Tm the phases coexist, so ΔG(Tm) = 0.

Since G = H − TS, coexistence gives

0 = ΔH − Tm ΔS, and therefore ΔS = ΔH/Tm.

Here ΔH and ΔS are the enthalpy and entropy of melting, taken at Tm. At fixed pressure dG = −S dT for each phase, and subtracting one phase from the other gives

dΔG/dT = −ΔS at T = Tm.

Now let the model's free-energy difference be ΔG(T) + δ. A positive δ means that the model makes the liquid too costly relative to the crystal. Take δ independent of temperature for the moment. The model melts at Tm + t, where its own difference vanishes:

ΔG(Tm + t) + δ = 0.

For a small shift, ΔG(Tm + t) ≈ −ΔS t, because ΔG(Tm) is zero. Hence −ΔS t + δ = 0, and the leading-order shift, called t₀, is

t₀ = δ/ΔS = δ Tm/ΔH.

A positive δ raises the melting point: the crystal must be heated further before the entropy of the liquid pays for the extra cost.

**The number for silicon**

The entropy of melting is

ΔS = 520 meV / 1687 K = 0.3082 meV/K per atom,

or 3.58 k, where k is Boltzmann's constant. The shift is then

t₀ = 10 meV / (0.3082 meV/K) ≈ 32 K.

An error of −10 meV lowers the melting point by about the same amount. Each meV per atom is worth about 3.2 K. Read the other way, a melting point wanted to within 10 K allows a relative free-energy error of about 3.1 meV per atom, if no other error is present.

Dividing the formula by Tm shows the natural yardstick:

t₀/Tm = δ/ΔH.

The error is 1.92 percent of the enthalpy of melting, so the melting temperature moves by 1.92 percent. The total binding energy of the crystal does not enter. A model can reproduce that much larger energy to a small fraction and still misplace the melting point noticeably.

**How the shift scales**

At leading order the shift is proportional to δ and inversely proportional to ΔS. For a fixed error, a material with a small entropy of melting is more sensitive, because its two curves cross at a shallow angle. If the entropy of melting were k instead of 3.58 k, each meV would cost 3.58 × 3.24 K ≈ 11.6 K, and 10 meV would cost about 116 K. The melting temperature does not enter separately once ΔS is fixed.

The inputs matter in the same proportion. With Tm and δ held fixed, an enthalpy of melting 10 percent lower gives a shift of 36 K, and one 10 percent higher gives 29.5 K. The answer "about 32 K" therefore deserves two digits at most.

**It is the difference between phases that counts**

Let the errors of the two phases be δ_l and δ_s, so that δ = δ_l − δ_s. An error common to both drops out. If the errors are regarded as random, with zero mean, equal standard deviation σ and correlation coefficient r, the variance of their difference is

⟨δ²⟩ = ⟨δ_l²⟩ + ⟨δ_s²⟩ − 2⟨δ_l δ_s⟩ = 2σ²(1 − r).

The standard deviation of δ is thus σ√[2(1 − r)]. For σ = 10 meV there are three instructive cases:

- Equal errors, r = 1, cancel and give no shift.
- Independent errors, r = 0, give 14.1 meV and a typical shift of about 46 K.
- Opposite errors, r = −1, give 20 meV and about 65 K.

So "10 meV per atom" must be stated as an error of the difference before it is turned into 32 K. If it is the typical error of each phase separately, the typical size of the shift lies between zero and about 65 K, depending on the correlation, and the shift can have either sign.

**From energy errors to free-energy errors**

If the known error of a surrogate is an error in energy, it must first be related to an error in free energy. The connection follows from the partition function. Let the reference assign energy E_i to state i of one phase, and let the surrogate assign E_i + D_i. At fixed volume the Helmholtz free energy is F = −kT ln Z, with Z = Σ exp(−E_i/kT). The ratio of the two partition functions is

Z_sur/Z_ref = Σ exp(−E_i/kT) exp(−D_i/kT) / Z_ref = ⟨exp(−D/kT)⟩_ref,

an average over the states as the reference populates them. The free-energy error of the phase is therefore

δF = −kT ln⟨exp(−D/kT)⟩_ref.

The exponential is a convex function, so its average is at least the exponential of the average: ⟨exp(−D/kT)⟩ ≥ exp(−⟨D⟩/kT). Taking the logarithm and multiplying by −kT, which reverses the inequality, gives δF ≤ ⟨D⟩_ref. The same argument with the two models exchanged has −D in place of D and −δF in place of δF. It gives −δF ≤ −⟨D⟩_sur. Together,

⟨D⟩_sur ≤ δF ≤ ⟨D⟩_ref.

The free-energy error of each phase lies between two mean energy errors, one averaged over the surrogate's states and one over the reference's. These are signed means, and they must be taken in the right phase at the right temperature.

At fixed pressure one needs the error of G. Since G is the minimum of F(V) + PV over the volume V, a small change of volume around the minimum alters it only at second order. To leading order, then, the error of G equals δF at the phase's equilibrium volume. The neglected term is about −δP²V/(2B), where δP is the surrogate's pressure error at that volume and B is the bulk modulus. For a liquid with B ≈ 40 GPa and V = 18 Å³ per atom, it is about −1.4 meV per atom at δP = 1 GPa, so the statement needs a surrogate whose pressure error is well below a gigapascal. Subtracting the crystal's value from the liquid's, per atom, gives δ.

An average over a mixed test set can hide this difference. Imagine twenty configurations of equal size, nineteen crystalline with no error and one liquid with an error of +10 meV per atom. The mean absolute error of the set is 0.5 meV per atom. If every liquid configuration carries this same error and the crystal none, the relative free-energy error is nevertheless 10 meV, and the melting point is off by about 32 K. If the error varies among the liquid's configurations, its mean over the reference's states is only an upper bound on the free-energy error.

**When the error changes with temperature**

A real error is seldom constant. Near Tm write δ(T) ≈ δ(Tm) + δ′t, where δ′ is its temperature derivative at Tm. The melting condition becomes

−ΔS t + δ(Tm) + δ′t = 0,

so that

t = δ(Tm)/(ΔS − δ′).

The denominator is the surrogate's own entropy of melting at Tm, since −d(ΔG + δ)/dT = ΔS − δ′. If δ′ approaches ΔS, the surrogate's curves become nearly parallel and this linear estimate fails.

There is an equivalent form for the case where the error is evaluated at the surrogate's melting point. Moving the δ′ term to the other side gives ΔS t = δ(Tm) + δ′t, and the right-hand side is just δ(Tm + t). Hence

t = δ(Tm + t)/ΔS.

An error taken at the reference melting point goes with the surrogate's entropy; an error taken at the surrogate's melting point goes with the reference entropy.

**How good is the straight line?**

The next term comes from the heat capacities. Since dS/dT = c/T at fixed pressure, the second derivative of ΔG is −Δc/T, where Δc is the heat capacity of the liquid minus that of the crystal. For constant δ the melting condition to second order is

ΔS t + Δc t²/(2Tm) = δ.

Dividing by ΔS, and replacing t by t₀ in the small term, gives

t ≈ t₀ − Δc t₀²/(2 Tm ΔS).

For silicon a rough value is Δc = −0.2 k. The correction is then

0.2 × (32.4 K)² / (2 × 1687 K × 3.58) ≈ 0.02 K,

which is negligible.

A harder test uses two artificial phases whose free energies can be summed level by level. The crystal has three oscillators per atom, each with a quantum of 50 meV. The liquid has three softer oscillators with a quantum of 25.48 meV, an energy offset of 0.3673 eV, and one internal level with a tenfold degenerate excited state 0.40 eV above it. The softer quantum and the offset were chosen to reproduce the melting temperature and enthalpy used above. The volumes are fixed and the pressure is zero, so F serves as G and the mean energy as H. This is not a picture of liquid silicon: its Δc is +1.82 k, much larger than silicon's and of opposite sign.

Searching directly for the crossing gives shifts of +32.287 K for δ = +10 meV and −32.605 K for δ = −10 meV. The leading term changes sign with δ and the quadratic term does not, so half the sum of the two shifts isolates the curvature. It is −0.159 K, and the formula gives the same value. Even with this exaggerated heat-capacity difference, the straight line is good to about half a percent of the shift.

The same phases show what an imperfect surrogate does. Let it place the liquid's excited level 20 meV too high. The mean energy error at Tm is 7.15 meV in the surrogate's average and 7.79 meV in the reference's. The free-energy error is 7.47 meV, between the two, as the inequality requires. Dividing it by the reference entropy gives a shift of 24.2 K; dividing by the surrogate's entropy gives 24.9 K. With the curvature included the estimate is 24.76 K, which agrees with the direct search. The surrogate's entropy of melting is the smaller one because the excited level fills as the temperature rises, so the penalty on the liquid grows and δ′ is positive.

**Silicon itself: two further sources of error**

The melting temperature, enthalpy and volumes used here are rough values for silicon. The same formula gives the size of two further errors that a simulation can contain, one well below the nominal 10 meV and one somewhat above it.

The first is pressure. Silicon contracts on melting, roughly from 20 to 18 Å³ per atom. Suppose the melting point is wanted at zero pressure, but the Gibbs free energies compared are those of both phases at 0.1 GPa. This adds PΔV to the free-energy difference. (If instead F at the slightly compressed volumes were taken as the zero-pressure G, the error would be only of second order in the pressure, because F is then near its minimum.) With 1 GPa Å³ = 6.24 meV,

δ = 0.1 × (18 − 20) × 6.24 meV ≈ −1.25 meV,

and the melting point falls by about 4 K. The denser liquid is favoured. For a material that expands on melting the sign would be reversed.

The second is electronic. Liquid silicon is metallic, so its electrons have a thermal free energy. A surrogate fitted to electronic ground-state energies leaves it out. To estimate it, let g be the number of electronic states per unit energy and per atom at the Fermi energy, counting both spins, and treat g as constant over a few kT. Electrons excited above the Fermi energy and holes left below it contribute equally to the thermal energy:

U_el = 2g ∫₀^∞ x dx/[exp(x/kT) + 1] = 2g (kT)² π²/12 = (π²/6) g (kT)².

The integral follows by expanding the occupation in powers of exp(−x/kT), which leaves the sum 1 − 1/4 + 1/9 − … = π²/12. The heat capacity is dU_el/dT = (π²/3) g k²T. Dividing by T and integrating from zero gives the entropy S_el = (π²/3) g k²T. Therefore

F_el = U_el − T S_el = −(π²/6) g (kT)².

Take four free electrons per atom in 18 Å³. The Fermi energy is then 13.38 eV. The number of free-electron states below energy E grows as E^(3/2), so g = (3/2) × 4/13.38 eV = 0.448 per eV. The thermal energy at melting is kT = 0.52 eV/3.58 ≈ 0.145 eV. These values give F_el ≈ −15.6 meV per atom, and a numerical integration with the full free-electron density of states agrees.

Leaving out a negative term of the liquid is a positive error, δ = +15.6 meV at Tm. It grows as T², so δ′ = 2δ/Tm = 0.0185 meV/K, and

t = 15.6 meV / [(0.3082 − 0.0185) meV/K] ≈ 54 K.

Adding the same error to the artificial phases and searching for the crossing gives 53.4 K.

In this estimate, the omission costs more than the 10 meV error of the question. The figure rests on a free-electron density of states for the liquid. It also ignores the electronic term of the crystal, but that offset is small: even with the gap narrowed to about 0.6 eV, it is only a few tenths of a meV per atom, or about 1 K. It should be read as a few tens of kelvin, not as a correction to be added to a computed melting point. A surrogate fitted to electronic free energies contains the effect at the electronic temperature used in the fit. If the melting point lies above that temperature, part of the error remains; if it lies below, the electronic term is overcounted and the error has the opposite sign.

**Where the estimate stops**

The formula requires both phases to remain well defined, at least as metastable states, between the true and the shifted melting points. It also requires the model to melt from the same crystal structure. If the surrogate wrongly favours another crystal, the relevant crossing is a different one, with its own enthalpy and entropy. And the formula measures distance from the reference that defines δ, so Tm and ΔH should be that reference's own values. The 32 K found here uses silicon's real ones; for a reference whose entropy of melting was 3.0 k instead of 3.58 k, the same 10 meV would cost about 39 K. If that reference is itself an approximate electronic-structure method, a surrogate with δ = 0 reproduces the melting point of that method, with whatever error the method has. The full set of values is in the numerical output below.

Calculated quantities

```
SILICON ESTIMATE (rough input values)
melting temperature: 1687 K
enthalpy of melting: 0.52 eV/atom
enthalpy of melting, converted: 50.2 kJ/mol
relative free-energy error: 10 meV/atom
entropy of melting: 0.3082 meV/(atom K)
entropy of melting / Boltzmann constant: 3.58 (no unit)
melting shift per meV/atom: 3.24 K
estimated melting shift: 32.4 K
shift relative to Tm: 1.92 percent
error allowed for a 10 K shift: 3.08 meV/atom
independent 10 meV errors, combined: 14.1 meV/atom
shift from independent errors: 45.9 K
shift from opposite 10 meV errors: 64.9 K
TEST-BED PHASES
solid oscillator quantum: 50.0 meV
liquid oscillator quantum (calibrated): 25.48 meV
liquid energy offset (calibrated): 0.3673 eV/atom
liquid excitation energy: 0.40 eV
excited-level degeneracy: 10 (no unit)
heat-capacity difference / kB: 1.82 (no unit)
direct shift for +10 meV: 32.287 K
direct shift for -10 meV: -32.605 K
curvature correction, formula: -0.159 K
curvature correction, direct: -0.159 K
SURROGATE WITH WRONG LIQUID EXCITATION ENERGY
excitation-energy error: 20 meV
mean energy error, surrogate average: 7.149 meV/atom
free-energy error at Tm: 7.469 meV/atom
mean energy error, reference average: 7.792 meV/atom
shift, reference entropy: 24.23 K
shift, surrogate entropy: 24.86 K
shift, surrogate entropy and curvature: 24.76 K
shift, direct root search: 24.76 K
NEGLECTED EFFECTS FOR SILICON
rough heat-capacity difference / kB: -0.2 (no unit)
curvature correction: 0.017 K
shift if enthalpy is 10 percent lower: 36.0 K
shift if enthalpy is 10 percent higher: 29.5 K
rough solid volume: 20 cubic angstrom/atom
rough liquid volume: 18 cubic angstrom/atom
residual pressure: 0.1 GPa
pressure free-energy error: -1.25 meV/atom
pressure melting shift: -4.0 K
free-electron Fermi energy: 13.38 eV
density of states at Fermi energy: 0.448 1/(eV atom)
electronic free energy, formula: -15.59 meV/atom
electronic free energy, integration: -15.59 meV/atom
shift if electronic term is omitted: 53.8 K
same omission, test-bed root search: 53.4 K
```
